# Purifying a mixed-spin energy to obtain the open-shell singlet

## Problem

An oxygen vacancy in an oxide can hold two electrons. Suppose that they occupy two different orbitals, $a$ and $b$, one electron in each. Two energies have been calculated, on the same energy zero:

- $E_M=-10.00$ eV for the single determinant with an up electron in $a$ and a down electron in $b$ (the mixed-spin state);
- $E_T=-10.10$ eV for the triplet, calculated from the determinant with both spins up.

What is the energy $E_S$ of the open-shell singlet, and under what conditions does the answer hold?

The orbitals are real and orthonormal, and they are the same in all the states compared. All other electrons form a frozen closed-shell background. The Hamiltonian contains no spin operators, so spin–orbit coupling and magnetic fields are left out. The energies are round model values, and their common zero is arbitrary: only differences between them have physical meaning.

## First estimate by scaling

Suppose that $E_S$ is fixed by the two given energies and by no other energy scale. Two requirements then restrict its form.

First, moving the energy zero by $t$ must move all three energies by $t$. Hence $E_S-E_M$ can depend only on the difference
$$\Delta=E_M-E_T=-10.00+10.10=0.10\ \text{eV}.$$

Second, a change of the energy unit must multiply $E_S-E_M$ and $\Delta$ by the same factor. The dependence is therefore a proportionality,
$$E_S=E_M+c\,\Delta,$$
where $c$ is a pure number.

The sign of $c$ follows if the mixed-spin state is a mixture of singlet and triplet whose energy is a weighted average of theirs. An average lies between its components. The triplet lies below $E_M$, so the singlet lies above it, and $c>0$.

Scaling cannot supply the value of $c$. If neither component dominates the mixture, $c$ should be of order one. Taking $c$ between $\tfrac12$ and 2 places the singlet between $-9.95$ and $-9.80$ eV, and the plain guess $c=1$ gives about $-9.9$ eV. The exact solution has to justify the average and find $c$.

## Exact solution

### The spin content of the determinant

Write $\alpha$ for spin up and $\beta$ for spin down. In a product such as $a(1)b(2)\,\alpha\beta$, the first spin symbol belongs to electron 1 and the second to electron 2. The two determinants with one electron in each orbital and opposite spins are
$$D_1=\frac{1}{\sqrt2}\left[a(1)b(2)\,\alpha\beta-b(1)a(2)\,\beta\alpha\right],$$
$$D_2=\frac{1}{\sqrt2}\left[a(1)b(2)\,\beta\alpha-b(1)a(2)\,\alpha\beta\right].$$
The given mixed-spin state is $D_1$; in $D_2$ the spins are exchanged. Their sum and difference factorize into a space part and a spin part:
$$D_1+D_2=\frac{1}{\sqrt2}\left[a(1)b(2)-b(1)a(2)\right](\alpha\beta+\beta\alpha),$$
$$D_1-D_2=\frac{1}{\sqrt2}\left[a(1)b(2)+b(1)a(2)\right](\alpha\beta-\beta\alpha).$$

The symmetric spin function $\alpha\beta+\beta\alpha$ belongs to total spin 1, and the antisymmetric one to total spin 0. Since $D_1$ and $D_2$ are orthonormal, the normalized states are
$$T_0=\frac{D_1+D_2}{\sqrt2},\qquad S=\frac{D_1-D_2}{\sqrt2}.$$
Adding the two equations gives $T_0+S=\sqrt2\,D_1$, so
$$D_1=\frac{S+T_0}{\sqrt2}.$$
The mixed-spin determinant is half singlet and half triplet by weight. Its mean squared spin shows this. The operator $\hat S^2$ has the value 0 in the singlet and 2 in the triplet, in units of $\hbar^2$, so
$$\langle \hat S^2\rangle=\tfrac12\cdot0+\tfrac12\cdot2=1.$$
A pure singlet would give 0.

### The energy of the mixture

The energy of $D_1$ is its expectation value:
$$E_M=\langle D_1|H|D_1\rangle=\tfrac12\left[\langle S|H|S\rangle+\langle T_0|H|T_0\rangle+2\langle S|H|T_0\rangle\right].$$
The last term vanishes. The Hamiltonian acts on space coordinates alone, so the spin functions of $S$ and $T_0$ meet unchanged in the matrix element, and they are orthogonal.

The middle term is the given triplet energy. The determinant with both spins up is
$$T_{+}=\frac{1}{\sqrt2}\left[a(1)b(2)-b(1)a(2)\right]\alpha\alpha .$$
It has the same space part as $T_0$, and a spin-free Hamiltonian gives both the same energy $E_T$. Therefore
$$E_M=\tfrac12\left(E_S+E_T\right).$$
Multiplying by 2 and subtracting $E_T$ gives
$$E_S=2E_M-E_T .$$
This step is called spin purification: the triplet part is removed from the mixed energy. With the given values,
$$E_S=2(-10.00)-(-10.10)=-20.00+10.10=-9.90\ \text{eV}.$$

### What the splitting means

The same result follows from the integrals, which show where the energy difference comes from. Let $h_a$ and $h_b$ be the one-electron energies in the field of the nuclei and the background, with any constant background energy absorbed in them. Let $v_{12}$ be the repulsion between the two electrons, and define
$$J=\iint a(1)^2\,v_{12}\,b(2)^2\,d^3r_1\,d^3r_2,$$
$$K=\iint a(1)b(1)\,v_{12}\,a(2)b(2)\,d^3r_1\,d^3r_2 .$$
The normalized space functions are $\Phi_\pm=[a(1)b(2)\pm b(1)a(2)]/\sqrt2$, with the plus sign for the singlet. In $\langle\Phi_\pm|H|\Phi_\pm\rangle$ the two direct terms are equal, each being $h_a+h_b+J$, and together they enter with weight one. The two cross terms carry the sign $\pm$. Their one-electron parts contain the factor $\langle a|b\rangle=0$, and their repulsion part is $K$. Thus
$$E_S=h_a+h_b+J+K,\qquad E_T=h_a+h_b+J-K,$$
and half the sum is $E_M=h_a+h_b+J$. The mixed energy contains no exchange between the two open-shell electrons. It lies midway between singlet and triplet, with
$$K=E_M-E_T=0.10\ \text{eV},\qquad E_S-E_T=2K=0.20\ \text{eV}.$$

With the same orbitals in both states, the triplet is lower because its space function vanishes whenever the electrons meet, which reduces their repulsion. The singlet function does not vanish there in general. If the orbitals of each state are relaxed separately, this explanation can fail: in the 1s2s states of helium the triplet is lower although its electrons repel each other more. If $K\to0$, as for two orbitals that share no region of space, all three energies coincide and purification changes nothing.

## Comparison of the two

The scaling form was $E_S=E_M+c\Delta$. The exact result can be written as $E_S=E_M+(E_M-E_T)$, so $c=1$, and the plain guess agrees with it. The guess had no claim to this accuracy: scaling left $c$ open, and the assumed range of $c$ gave the whole interval from $-9.95$ to $-9.80$ eV. The value $c=1$ expresses the equal weights of singlet and triplet, and it changes when the weights do.

### A second case: unequal weights

Let the triplet weight in the determinant be $w$ and the singlet weight $1-w$. The cross term still vanishes, so
$$E_M=(1-w)E_S+wE_T\quad\Rightarrow\quad E_S=\frac{E_M-wE_T}{1-w}.$$
Subtracting $E_M$ from both sides gives
$$E_S-E_M=\frac{E_M-wE_T-(1-w)E_M}{1-w}=\frac{w}{1-w}\,(E_M-E_T).$$
The scaling constant is therefore $c=w/(1-w)$. Since $\langle\hat S^2\rangle=2w$ for a mixture of singlet and triplet, $w$ can be read from the calculated squared spin.

Such a case arises when the up and down electrons are given orbitals that overlap. Let the down electron occupy
$$b'=s\,a+\sqrt{1-s^2}\,b,$$
whose overlap with $a$ is $s$. A determinant is linear in each of its orbitals. The new one is therefore $s$ times the determinant with both electrons in $a$, plus $\sqrt{1-s^2}$ times $D_1$. The first part is a closed-shell singlet. The second has weight $1-s^2$, half of it triplet. Hence
$$w=\frac{1-s^2}{2},\qquad \langle\hat S^2\rangle=1-s^2,\qquad c=\frac{1-s^2}{1+s^2}.$$
For $s=0$ the earlier result returns. For $s\to1$ the determinant becomes a pure closed-shell singlet, $c\to0$, and there is nothing to purify.

Suppose that the two given energies had come with $s=0.20$. Then $\langle\hat S^2\rangle=0.96$, $w=0.48$, and
$$E_S=\frac{-10.00+0.48\times10.10}{0.52}=-9.908\ \text{eV}.$$
This is 0.008 eV below the factor-2 result, or about 4% of the 0.20 eV splitting. The singlet obtained here contains some of the closed-shell configuration, so it is not quite the same state as before.

## How far the number can be trusted

**Errors of the inputs.** Small errors propagate as
$$\delta E_S=2\,\delta E_M-\delta E_T .$$
If each input is rounded to 0.01 eV, each may be wrong by 0.005 eV. The worst case is $2\times0.005+0.005=0.015$ eV in $E_S$. For the splitting $2(E_M-E_T)$ the worst case is $2\times(0.005+0.005)=0.02$ eV, or 10% of its value. Both calculations should therefore use the same geometry, cell, basis and numerical settings, so that their common errors cancel in the difference.

**Different orbitals.** If the triplet orbitals were optimized separately, $E_T$ contains a relaxation energy that the mixed state does not share. Let this gain be 0.02 eV, an assumed size. With the orbitals of the mixed state the triplet would lie at $-10.08$ eV, and the singlet at
$$E_S=-20.00+10.08=-9.92\ \text{eV}.$$
The value $-9.90$ eV would then be too high by 0.02 eV for the singlet built from those orbitals. The singlet can relax as well, so the error against a singlet with its own orbitals is larger, up to about twice as large when the relaxation is small. For the 1s2p states of helium in Hartree–Fock theory the two errors are 0.026 and 0.044 eV.

**Coupling to closed shells.** Purification gives the energy of one configuration. This is an energy level of the two-orbital model if the configuration does not couple to the singlets with both electrons in $a$ or both in $b$. For an s-like and a p-like orbital on a site with inversion symmetry, parity forbids the coupling. Diagonalizing the full two-electron Hamiltonian of such a pair, with its levels set to reproduce $E_M$ and its orbital size set to give $K=0.10$ eV, gives $-9.900000$ eV for the open-shell singlet, in agreement with purification.

A distorted site can have a one-electron coupling $u=\langle a|h|b\rangle$. The closed-shell function $a(1)a(2)$ then couples to $\Phi_+$ through
$$\frac{1}{\sqrt2}(u+u)=\sqrt2\,u,$$
since either electron can make the change. The same holds for $b(1)b(2)$. In a distorted site the repulsion can add further terms to this coupling, from integrals in which three of the four orbitals are alike; the model here leaves them out. To second order, a configuration at an energy distance $G$ shifts the singlet by $2u^2/G$ in magnitude, away from itself. Take $u=0.10$ eV and an orbital gap of 2.0 eV, and use the gap as a rough value of $G$. The shift is then
$$\frac{2\times0.10^2}{2.0}=0.010\ \text{eV}.$$
The lower closed shell pushes the singlet up, and the upper one pushes it down. Diagonalization with the lower one alone gives a rise of 0.010 eV. With both present the net shift is $-0.0016$ eV. The actual distances are $G_1=2.00$ eV to the lower closed shell and $G_2=1.89$ eV to the upper one, so the two second-order shifts nearly cancel and leave $-0.0006$ eV. The remaining $-0.0011$ eV arises because the two closed shells couple to each other through $K$, which adds $-4u^2K/(G_1G_2)$ in third order. The closed-shell weight in the level is about 1%. These small values depend on the assumed gap, which is a free input and is not derived from the orbital size. In a harmonic well, Gaussian orbitals with $K=0.10$ eV have a gap of only 0.33 eV for the free-electron mass and 1.1 eV for a mass of 0.3. With a gap of 0.33 eV and the same $u$, the shift is $-0.049$ eV and the closed-shell weight is 32%, so purification no longer gives the level.

With the orbitals held fixed, $E_M$ and $E_T$ do not change at all, because $u$ does not enter either expectation value. Purification cannot see this shift.

**Density functionals.** The derivation treats each energy as the expectation value of one Hamiltonian. An energy from an approximate density functional is not of that kind, since its exchange–correlation term is a model expression in the spin densities and not the exchange integral over the orbitals (for fixed helium 1s and 2p orbitals with $K=0.12$ eV, the difference $E_M-E_T$ is 0.13 eV in LDA and 0.16 eV in PBE). The formula can still be applied, but it is then an approximation, and $\langle\hat S^2\rangle=1$ for the Kohn–Sham determinant does not prove it accurate.

## Size of the exchange energy in an oxide

Is $K=0.10$ eV a reasonable size for a defect? Let all lengths in the orbitals be stretched by a factor $\lambda$. The charge carried by the product $ab$ in corresponding regions stays the same, while all distances grow by $\lambda$. With uniform screening by a relative permittivity $\varepsilon$, therefore,
$$K\propto\frac{1}{\varepsilon\,r},$$
where $r$ is the orbital radius.

For numbers, take an s-like and a p-like Gaussian orbital with the same exponent on one site, and $\varepsilon=4$, a rough optical value for SnO2. A compact pair, with a root-mean-square radius of 0.20 nm for the s orbital, has $K=0.29$ eV. To reach 0.10 eV the radius must grow to about
$$0.20\times\frac{0.29}{0.10}=0.58\ \text{nm}.$$
The direct calculation gives 0.59 nm, the difference being due to rounding, and 0.76 nm for the p orbital. The Coulomb integral is then $J=0.50$ eV, five times $K$.

Set beside a real oxide, this is a spread-out pair: the distance from a metal ion to its oxygen neighbour is roughly 0.2 nm. For an s-like and a p-like orbital of equal exponent on one site, the given splitting thus suits diffuse orbitals better than ones confined to the vacancy. A compact s orbital with a wider p orbital, or compact orbitals on different sites, can also have a small $K$, because they share less space. A periodic cell about 1 nm wide would not isolate the spread-out pair, since its s orbital alone has a root-mean-square diameter of about 1.2 nm. The estimate does not show that SnO2 has a bound excited pair of this kind.

Uniform screening is only an approximation in a real oxide, because electrons at short distance are screened less than the bulk permittivity suggests. With no screening at all, the same orbitals would have $K=4\times0.10=0.40$ eV and a splitting of 0.80 eV. For these fixed orbitals the integral $K$ should lie between the two limits. The splitting of real states need not, because repulsion deforms and correlates so diffuse a pair. For two electrons in the harmonic well that has these one-electron orbitals, the exact splitting is 0.13 to 0.18 eV at $\varepsilon=4$ and 0.23 to 0.59 eV without screening, for masses from 1 down to 0.17. This uncertainty concerns the estimate of $K$ from a radius; it does not affect the purification of two given energies.

The splitting matters for thermal populations. At 358 K, a hot operating temperature for a memory, $kT=0.0309$ eV. If the singlet and the three triplet states reach equilibrium with one another, the ratio of their populations is
$$\frac{n_S}{n_T}=\frac13\,e^{-0.20/0.0309}\approx5\times10^{-4}.$$
Using the unpurified energy as that of the singlet would halve the splitting to 0.10 eV and raise the ratio by a factor $e^{0.10/0.0309}\approx25$, to about 0.013. With the 2.0 eV orbital gap assumed above, both states lie well above the closed shell with two electrons in $a$. The ratio then applies only if spin equilibrium is reached before the pair decays.

The model inputs and the main results are listed in the numerical output below.

## Numbers as computed

```
Mixed-spin energy, input: -10.00 eV
Triplet energy, input: -10.10 eV
<S^2> of mixed determinant: 1.000 hbar^2
Singlet weight in mixed determinant: 0.500
Twice the mixed-spin energy: -20.00 eV
Purified singlet energy: -9.90 eV
Singlet energy by diagonalization: -9.900000 eV
Exchange integral K: 0.100 eV
Singlet minus triplet: 0.20 eV
Mixed minus triplet: 0.10 eV
-- scale of K from Gaussian s and p orbitals --
Optical permittivity, rough input: 4.0
Coulomb integral J between s and p: 0.500 eV
Rms radius of s orbital: 0.59 nm
Rms radius of p orbital: 0.76 nm
Compact s radius, input: 0.20 nm
K for the compact pair: 0.29 eV
-- unequal spin mixture --
Orbital overlap, input: 0.20
<S^2> with this overlap: 0.960 hbar^2
Triplet weight with this overlap: 0.480
Singlet from given energies, this <S^2>: -9.9077 eV
Its shift from factor-2 result: -0.0077 eV
-- errors of the inputs --
Separate triplet relaxation, input: 0.02 eV
Singlet with common-orbital triplet: -9.92 eV
Rounding error of each input: 0.005 eV
Largest resulting singlet error: 0.015 eV
-- coupling to closed-shell singlets --
Orbital gap, input: 2.0 eV
One-electron coupling, input: 0.10 eV
Net singlet shift: -0.00162 eV
Shift from lower closed shell alone: 0.0100 eV
Closed-shell weight in the singlet: 0.0105
-- temperature of use --
Temperature, input: 358 K
Thermal energy kT: 0.0309 eV
Singlet/triplet population ratio: 5.10e-04
```
